# Choosing the segment length when averaging periodograms of resist edges: a program that tests the result

```python
"""
Averaged periodograms of resist edges: scatter, resolution and bias.

Result under test: for M independent edges the averaged periodogram has
relative scatter c/sqrt(M), with c near 1 for Gaussian edges at interior
bins; a segment of length L smooths the spectrum with a kernel of full
width 0.886/L and gives relative bias -b/L; at fixed total length the best
segment length is (2 b^2 total)^(1/3) to leading order.

Symbols: pitch = sample spacing (nm); n = samples per segment; L = n*pitch;
covariance(m) = edge covariance at lag m (nm^2); spectrum in nm^3, two-sided,
frequency in cycles per nm; b = bias length (nm).
The edge is an exponentially correlated background plus a weak wiggle.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.optimize import brentq
from scipy.signal import lfilter

pitch, n_full, n_edges = 2.0, 1024, 50
sigma_b, xi = 1.2, 20.0
sigma_w, period, ell = 0.3, 64.0, 200.0
f_w, f_s, f_nyq = 1 / period, 1 / 256.0, 1 / (2 * pitch)
edge_length = n_full * pitch
total = n_edges * edge_length


def covariance(m):
    t = np.abs(m) * pitch
    return (sigma_b**2 * np.exp(-t / xi)
            + sigma_w**2 * np.exp(-t / ell) * np.cos(2 * np.pi * f_w * t))


def lag_sum(theta, decay, n=None):
    """Closed sum of decaying cosines; triangular weights if n is given."""
    z = decay * np.exp(-1j * theta)
    value = (1 + z) / (1 - z)
    if n is not None:
        value = value - 2 * z * (1 - z**n) / (n * (1 - z)**2)
    return value.real


def wiggle_mean(f, n=None):
    a, a0 = 2 * np.pi * f * pitch, 2 * np.pi * f_w * pitch
    q = np.exp(-pitch / ell)
    return pitch * sigma_w**2 / 2 * (lag_sum(a - a0, q, n)
                                     + lag_sum(a + a0, q, n))


def spectrum(f, n=None):
    """True sampled spectrum, or mean periodogram for n samples."""
    a = 2 * np.pi * f * pitch
    return (pitch * sigma_b**2 * lag_sum(a, np.exp(-pitch / xi), n)
            + wiggle_mean(f, n))


def bias_length(f):
    a, a0 = 2 * np.pi * f * pitch, 2 * np.pi * f_w * pitch

    def moment(theta, decay):
        z = decay * np.exp(-1j * theta)
        return (2 * z / (1 - z)**2).real
    q = np.exp(-pitch / ell)
    s = (sigma_b**2 * moment(a, np.exp(-pitch / xi))
         + sigma_w**2 / 2 * (moment(a - a0, q) + moment(a + a0, q)))
    return pitch**2 * s / spectrum(f)


def continuous_spectrum(f):
    def peak(df, length):
        return 2 * length / (1 + (2 * np.pi * df * length)**2)
    return (sigma_b**2 * peak(f, xi)
            + sigma_w**2 / 2 * (peak(f - f_w, ell) + peak(f + f_w, ell)))


# Simulated edges from stationary recursions, not from the formulas above.
rng = np.random.default_rng(2718)
n_sim = 6400
decay_b, decay_w = np.exp(-pitch / xi), np.exp(-pitch / ell)
kick = rng.standard_normal((n_sim, n_full))
kick[:, 1:] *= np.sqrt(1 - decay_b**2)
edges = sigma_b * lfilter([1.0], [1.0, -decay_b], kick, axis=1)
kick = (rng.standard_normal((n_sim, n_full))
        + 1j * rng.standard_normal((n_sim, n_full)))
kick[:, 1:] *= np.sqrt(1 - decay_w**2)
pole = decay_w * np.exp(2j * np.pi * f_w * pitch)
edges += sigma_w * lfilter([1.0], [1.0, -pole], kick, axis=1).real
del kick

coef = np.fft.rfft(edges, axis=1)
power = pitch / n_full * np.abs(coef)**2

# Normalisation, and harmlessness of mean removal at nonzero bins.
folded = power[:, 0] + power[:, -1] + 2 * power[:, 1:-1].sum(axis=1)
assert np.allclose(folded / edge_length, np.mean(edges**2, axis=1))
assert abs(np.mean(edges**2) / (sigma_b**2 + sigma_w**2) - 1) < 0.02
shifted = np.fft.rfft(edges[:5] - edges[:5].mean(axis=1, keepdims=True))
assert np.allclose(shifted[:, 1:], coef[:5, 1:])

# Mean periodogram: closed form, explicit sum, and kernel quadrature.
lags = np.arange(1, 8001)
for f in (f_w, f_s, 0.0371):
    cosine = covariance(lags) * np.cos(2 * np.pi * f * lags * pitch)
    full = pitch * (covariance(0) + 2 * cosine.sum())
    assert np.isclose(full, spectrum(f), rtol=1e-9)
    n = 128
    part = pitch * (covariance(0)
                    + 2 * np.sum((1 - lags[:n-1] / n) * cosine[:n-1]))
    assert np.isclose(part, spectrum(f, n), rtol=1e-9)
    count = 20000
    shift = (np.arange(count) + 0.5) / (count * pitch) - f_nyq
    kernel = (pitch / n * np.sin(np.pi * shift * n * pitch)**2
              / np.sin(np.pi * shift * pitch)**2)
    smooth = np.sum(kernel * spectrum(f - shift)) / (count * pitch)
    assert np.isclose(smooth, part, rtol=1e-8)

# Kernel width from direct phase sums against the long-segment constant.
width_const = 2 * brentq(lambda s: np.sinc(s)**2 - 0.5, 0.1, 0.9)
for n in (64, 256, 1024):
    def height(f, n=n):
        phases = np.exp(2j * np.pi * f * pitch * np.arange(n))
        return abs(phases.sum() / n)**2 - 0.5
    width = 2 * brentq(height, 0.0, 1 / (n * pitch))
    assert abs(width * n * pitch / width_const - 1) < 1e-3


def scatter(values, m):
    """Relative scatter of m-edge averages, root mean square over bins."""
    groups = len(values) // m
    g = values[:groups * m].reshape(groups, m, -1).mean(axis=1)
    return np.sqrt(np.mean(g.var(axis=0, ddof=1) / g.mean(axis=0)**2))


inner = power[:, 1:-1]
sim_scatter = {m: scatter(inner, m) for m in (1, 4, 16, 64)}
for m, value in sim_scatter.items():
    assert abs(value * np.sqrt(m) - 1) < 0.04
for end in (0, -1):
    assert abs(scatter(power[:, end], 1) / np.sqrt(2) - 1) < 0.10

# Unequal edge powers keep the law but raise the single-edge scatter.
strength = rng.gamma(4.0, 0.25, size=(n_sim, 1))
varied = inner * strength
for m in (1, 16):
    assert abs(scatter(varied, m) * np.sqrt(m / 1.5) - 1) < 0.06
del varied

# A shared component makes edges coherent and spoils the averaging.
share, m = 0.3, 16
groups = n_sim // (m + 1)
block = coef[:groups * (m + 1), 1:-1].reshape(groups, m + 1, -1)
mixed = np.zeros((groups, block.shape[2]))
for i in range(1, m + 1):
    mixed += np.abs(np.sqrt(share) * block[:, 0]
                    + np.sqrt(1 - share) * block[:, i])**2 / m
assert abs(scatter(mixed, 1)
           / np.sqrt((1 + (m - 1) * share**2) / m) - 1) < 0.04

# First-order bias, and its continuum form for exponential correlation.
b_w, b_s = bias_length(f_w), bias_length(f_s)
for f, b in ((f_w, b_w), (f_s, b_s)):
    exact_bias = spectrum(f, n_full) / spectrum(f) - 1
    assert abs(exact_bias * edge_length / (-b) - 1) < 2e-3
fine = 0.1
t = fine * np.arange(1, 10001)
for f in (f_s, 0.05):
    u = 2 * np.pi * f * xi
    c = np.exp(-t / xi) * np.cos(2 * np.pi * f * t)
    numeric = 2 * fine * np.sum(t * c) / (fine * (1 + 2 * c.sum()))
    assert np.isclose(numeric, xi * (1 - u**2) / (1 + u**2), rtol=1e-3)


# Brute-force best segment length, assuming independent segments.
def error_scan(f):
    n = np.arange(2, 3001)
    m = np.arange(1, 3000)
    c = covariance(m) * np.cos(2 * np.pi * f * m * pitch)
    mean = pitch * (covariance(0)
                    + 2 * (np.cumsum(c) - np.cumsum(m * c) / n))
    ratio = mean / spectrum(f)
    return n * pitch, np.sqrt((ratio - 1)**2
                              + ratio**2 * n * pitch / total)


best = {}
for name, f, b in (("wiggle", f_w, b_w), ("smooth", f_s, b_s)):
    rule = (2 * b**2 * total)**(1 / 3)
    lengths, errors = error_scan(f)
    k = np.argmin(errors)
    at_rule = np.interp(rule, lengths, errors)
    assert at_rule / errors[k] < 1.02
    best[name] = (f, b, rule, lengths[k], at_rule, errors[k])
assert abs(best["wiggle"][2] / best["wiggle"][3] - 1) < 0.03

# Cutting real edges: exact Gaussian covariance against simulation.
matrix = toeplitz(covariance(np.arange(n_full)))
true_peak = spectrum(f_w)
rows, c_values = [], []
for cuts in (1, 2, 4, 8, 16):
    n = n_full // cuts
    L = n * pitch
    phase = np.exp(-2j * np.pi * f_w * pitch * np.arange(n))
    vectors = np.zeros((n_full, cuts), complex)
    for i in range(cuts):
        vectors[i * n:(i + 1) * n, i] = phase
    hermitian = vectors.conj().T @ matrix @ vectors
    plain = vectors.T @ matrix @ vectors
    mean = pitch / n * hermitian[0, 0].real
    assert np.isclose(mean, spectrum(f_w, n), rtol=1e-9)
    r = abs(plain[0, 0]) / hermitian[0, 0].real
    m = np.arange(1, n)
    bound = pitch * 2 * np.sum(m * np.abs(covariance(m))) / (n * mean)
    assert r <= bound
    c_values.append(np.sqrt(1 + r**2))
    cov = (pitch / n)**2 * (np.abs(hermitian)**2 + np.abs(plain)**2)
    single = np.sqrt(cov.sum()) / (cuts * mean)
    pieces = edges.reshape(n_sim, cuts, n) @ phase
    sample = (pitch / n * np.abs(pieces)**2).mean(axis=1)
    assert abs(sample.mean() / mean - 1) < 0.06
    assert abs(sample.std() / sample.mean() / single - 1) < 0.08
    kept = wiggle_mean(f_w, n) / wiggle_mean(f_w)
    law = 1 - ell / L * (1 - np.exp(-L / ell))
    assert abs(kept - law) < 4e-3
    real = single / np.sqrt(n_edges)
    ideal = 1 / np.sqrt(n_edges * cuts)
    error = np.hypot(mean / true_peak - 1, mean / true_peak * real)
    estimate = sample[:n_edges].mean()
    assert abs(estimate - mean) < 5 * real * mean
    rows.append((L, n_edges * cuts, 1e3 * width_const / L, mean, kept,
                 100 * ideal, 100 * real, 100 * error, estimate))

# Sizes of neglected effects.
orders = np.arange(-20000, 20001)
alias = []
for f in (f_w, f_nyq):
    images = continuous_spectrum(f + orders / pitch).sum()
    assert np.isclose(images, spectrum(f), rtol=1e-4)
    alias.append(spectrum(f) / continuous_spectrum(f))
noise_rms, blur = 0.4, 2.0
floor = pitch * noise_rms**2
s = np.linspace(-10 * blur, 10 * blur, 4001)
weight = np.exp(-s**2 / (2 * blur**2))
blur_factor = (np.sum(weight * np.cos(2 * np.pi * f_w * s))
               / weight.sum())**2


def line_removal_change(n, f):
    index = np.arange(n)
    wave = np.exp(2j * np.pi * f * pitch * index)
    basis, _ = np.linalg.qr(np.column_stack((np.ones(n), index)))
    rest = wave - basis @ (basis.T @ wave)
    c = matrix[:n, :n]
    return ((rest.conj() @ c @ rest).real
            / (wave.conj() @ c @ wave).real - 1)


coherence, spread = 0.1, 0.2
coherent = np.sqrt((1 + (n_edges - 1) * coherence**2) / n_edges)

print(f"Edges: {n_edges}, length {edge_length:.0f} nm, pitch {pitch:.0f} nm")
print(f"Total edge length: {total:.0f} nm")
print(f"Background: rms {sigma_b} nm, correlation length {xi:.0f} nm")
print(f"Wiggle: rms {sigma_w} nm, period {period:.0f} nm, "
      f"coherence length {ell:.0f} nm")
print(f"Wiggle frequency: {1e3*f_w:.3f} 1/um")
print(f"Wiggle natural full width 1/(pi ell): {1e3/(np.pi*ell):.3f} 1/um")
print(f"True sampled spectrum at wiggle: {true_peak:.3f} nm^3")
print(f"  of which wiggle component: {wiggle_mean(f_w):.3f} nm^3")
print(f"Kernel full width times L: {width_const:.4f}")
print(f"Simulated edges for tests: {n_sim}")
for m, value in sim_scatter.items():
    print(f"Simulated scatter, M={m}: {100*value:.2f} % "
          f"(1/sqrt(M): {100/np.sqrt(m):.2f} %)")
print(f"Single-segment c at wiggle, L=2048 nm: {c_values[0]:.5f}")
print(f"Single-segment c at wiggle, L=128 nm: {c_values[-1]:.5f}")
print("Table at wiggle frequency; columns:")
print(" L nm, M, width 1/um, mean nm^3, wiggle height kept,")
print(" ideal scatter %, true scatter %, total error %, one run nm^3")
for row in rows:
    print("{:5.0f} {:4d} {:6.3f} {:7.3f} {:6.4f} {:6.2f} {:6.2f} "
          "{:6.2f} {:7.3f}".format(*row))
for name, (f, b, rule, scan, at_rule, low) in best.items():
    print(f"Best length, {name}: frequency {1e3*f:.3f} 1/um, b {b:.2f} nm")
    print(f"  rule {rule:.0f} nm, scan {scan:.0f} nm")
    print(f"  error at rule {100*at_rule:.2f} %, scan {100*low:.2f} %")
print("Neglected effects:")
print(f"Aliasing, sampled/continuous at wiggle: {alias[0]:.4f}")
print(f"Aliasing, same ratio at Nyquist: {alias[1]:.3f}")
print(f"Nyquist frequency: {1e3*f_nyq:.0f} 1/um")
print(f"Noise rms {noise_rms} nm gives floor {floor:.3f} nm^3")
print(f"  floor/spectrum at wiggle: {floor/true_peak:.4f}")
print(f"  floor/spectrum at Nyquist: {floor/spectrum(f_nyq):.3f}")
print(f"Blur std {blur:.0f} nm, power kept at wiggle: {blur_factor:.4f}")
print(f"Line removal, L=2048 nm, first bin: "
      f"{100*line_removal_change(n_full, 1/edge_length):.2f} %")
print(f"Line removal, L=2048 nm, wiggle: "
      f"{100*line_removal_change(n_full, f_w):.3f} %")
print(f"Line removal, L=128 nm, wiggle: "
      f"{100*line_removal_change(64, f_w):.2f} %")
print(f"Edge coherence {coherence}: scatter for 50 edges "
      f"{100*coherent:.2f} %")
print(f"Power spread {100*spread:.0f} %: single-edge c "
      f"{np.sqrt(1+2*spread**2):.4f}")
print("no test failed")
```

It prints:

```
Edges: 50, length 2048 nm, pitch 2 nm
Total edge length: 102400 nm
Background: rms 1.2 nm, correlation length 20 nm
Wiggle: rms 0.3 nm, period 64 nm, coherence length 200 nm
Wiggle frequency: 15.625 1/um
Wiggle natural full width 1/(pi ell): 1.592 1/um
True sampled spectrum at wiggle: 29.923 nm^3
  of which wiggle component: 18.012 nm^3
Kernel full width times L: 0.8859
Simulated edges for tests: 6400
Simulated scatter, M=1: 99.94 % (1/sqrt(M): 100.00 %)
Simulated scatter, M=4: 49.99 % (1/sqrt(M): 50.00 %)
Simulated scatter, M=16: 24.97 % (1/sqrt(M): 25.00 %)
Simulated scatter, M=64: 12.49 % (1/sqrt(M): 12.50 %)
Single-segment c at wiggle, L=2048 nm: 1.00001
Single-segment c at wiggle, L=128 nm: 1.00556
Table at wiggle frequency; columns:
 L nm, M, width 1/um, mean nm^3, wiggle height kept,
 ideal scatter %, true scatter %, total error %, one run nm^3
 2048   50  0.433  28.235 0.9025  14.14  14.14  14.49  31.727
 1024  100  0.865  26.568 0.8061  10.00  10.02  14.31  28.397
  512  200  1.730  23.714 0.6401   7.07   7.15  21.51  24.021
  256  400  3.461  20.326 0.4367   5.00   5.14  32.26  20.235
  128  800  6.921  17.733 0.2624   3.54   3.67  40.80  17.970
Best length, wiggle: frequency 15.625 1/um, b 115.53 nm
  rule 1398 nm, scan 1398 nm
  error at rule 13.53 %, scan 13.53 %
Best length, smooth: frequency 3.906 1/um, b 11.69 nm
  rule 304 nm, scan 296 nm
  error at rule 6.49 %, scan 6.49 %
Neglected effects:
Aliasing, sampled/continuous at wiggle: 1.0016
Aliasing, same ratio at Nyquist: 2.468
Nyquist frequency: 250 1/um
Noise rms 0.4 nm gives floor 0.320 nm^3
  floor/spectrum at wiggle: 0.0107
  floor/spectrum at Nyquist: 2.210
Blur std 2 nm, power kept at wiggle: 0.9622
Line removal, L=2048 nm, first bin: -31.57 %
Line removal, L=2048 nm, wiggle: -0.032 %
Line removal, L=128 nm, wiggle: -12.98 %
Edge coherence 0.1: scatter for 50 edges 17.26 %
Power spread 20 %: single-edge c 1.0392
no test failed
```
